# Fermi energy of a two-dimensional electron gas

## Problem

Electrons in a semiconductor heterostructure are held in a thin layer but move freely along it. Their effective mass in the plane is 0.2 electron masses, the same in every in-plane direction. The sheet density is $10^{13}$ per square centimetre. One subband is occupied.

(a) Find the radius of the region of wavevectors that is filled at zero temperature.

(b) Show that the Fermi energy lies about 0.12 eV above the edge of the occupied subband.

(c) Find the density of states, use it to confirm (b), and state what the spacing to the next subband must satisfy for the answer to hold.

Treat the electrons as independent, with a parabolic subband, two spin states for each wavevector, a single valley and no magnetic field.

Use Hartree atomic units, in which $\hbar$, the electron mass and the elementary charge are 1. Lengths are then in bohr and energies in hartree, and the effective mass is the number $m=0.2$.

## Hints

1. The confining potential depends on the coordinate $z$ across the layer and not on $x$ or $y$. What does this imply for the form of the wavefunction, and for the energy?

2. Put the electrons in a square of side $L$ with periodic boundary conditions. Which wavevectors are allowed, and how much area in the $k$ plane belongs to each?

3. At zero temperature the levels fill from the lowest upwards. What shape is the filled region if the energy depends on the length of $\mathbf k$ alone? Do not forget spin.

4. Convert the density to inverse square bohr before inserting it. An area conversion needs the square of the length conversion.

5. For (c), count the states below an energy $\varepsilon$ and ask how the count grows with $\varepsilon$.

## Full solution

### The levels and the subband edge

Let $V(z)$ be the confining potential and $m_z$ the effective mass for motion across the layer. The Schrödinger equation is

$$\left[-\frac{1}{2m}\left(\frac{\partial^2}{\partial x^2}+\frac{\partial^2}{\partial y^2}\right)-\frac{1}{2m_z}\frac{\partial^2}{\partial z^2}+V(z)\right]\psi=E\psi .$$

The operator is a sum of a part acting on $x,y$ and a part acting on $z$, so we may look for solutions of the form $\psi=\chi(z)\,e^{i(k_xx+k_yy)}$. Each in-plane derivative brings down a factor $ik_x$ or $ik_y$. Its square is $-k_x^2$ or $-k_y^2$, and the minus sign in front of the kinetic energy makes the result positive. If $\chi$ is the lowest bound state of the $z$ part, with energy $E_1$, then

$$E=E_1+\varepsilon,\qquad \varepsilon=\frac{k^2}{2m},\qquad k^2=k_x^2+k_y^2 .$$

The levels with this $\chi$ form the first subband, and $E_1$ is its edge. The edge already contains the energy cost of confinement, so it lies above the bottom of the potential well. The energy asked for is $\varepsilon$, measured from $E_1$. The shape of the well and the mass $m_z$ therefore drop out of the answer, as long as one subband is occupied and the in-plane mass is the same in the well and in the barriers, as assumed here.

### (a) The filled disc

Periodicity in a square of side $L$ requires $e^{ik_xL}=1$ and $e^{ik_yL}=1$. Hence

$$k_x=\frac{2\pi}{L}p,\qquad k_y=\frac{2\pi}{L}q,\qquad p,q=0,\pm1,\pm2,\dots$$

The allowed wavevectors form a square grid, with an area $(2\pi/L)^2$ for each point. Each point holds two electrons, one for each spin state.

Since $\varepsilon$ increases with $k$, filling the lowest levels fills the points inside a disc. Call its radius $k_F$, the Fermi wavevector. For a large square, the number of points in the disc is its area divided by the area per point. With two electrons per point, the electron number is

$$N=2\,\frac{\pi k_F^2}{(2\pi/L)^2}=2\,\frac{\pi k_F^2L^2}{4\pi^2}=\frac{k_F^2L^2}{2\pi}.$$

Dividing by $L^2$ gives the sheet density $n=N/L^2$:

$$n=\frac{k_F^2}{2\pi}\quad\Longrightarrow\quad k_F=\sqrt{2\pi n}.$$

The mass does not appear. The density fixes how many wavevectors are filled; the mass then decides how much energy they have.

How good is the replacement of a count by an area? Write $b=2\pi/L$ and surround each grid point by its own square cell of side $b$. No part of a cell is farther than $b/\sqrt2$ from its centre. The cells of the points inside a disc of radius $k$ therefore fit in a disc of radius $k+b/\sqrt2$, and they cover the disc of radius $k-b/\sqrt2$. The error in the count is thus at most

$$\frac{\pi\left(k+b/\sqrt2\right)^2-\pi k^2}{b^2}=\pi\left(\frac{\sqrt2\,k}{b}+\frac12\right).$$

Relative to the estimate $\pi k^2/b^2$, this is $\sqrt2\,b/k+b^2/(2k^2)$. At fixed $k$ it vanishes as $L$ grows, because $b$ is proportional to $1/L$. The formula for $k_F$ belongs to this limit of a large area at fixed density.

Now the numbers. One square metre contains $10^4$ square centimetres, so the density is $10^{17}\ \mathrm{m^{-2}}$. The number of electrons in one square bohr is this density times the area of a square bohr:

$$n=10^{17}\times(5.29177\times10^{-11})^2=2.8003\times10^{-4}\ \text{bohr}^{-2}.$$

Therefore

$$k_F=\sqrt{2\pi\times2.8003\times10^{-4}}=0.04195\ \text{bohr}^{-1}.$$

### (b) The Fermi energy

The highest filled level lies at the rim of the disc. Inserting $k_F^2=2\pi n$ in the in-plane energy gives

$$E_F=\frac{k_F^2}{2m}=\frac{2\pi n}{2m}=\frac{\pi n}{m}.$$

With the given values,

$$E_F=\frac{\pi\times2.8003\times10^{-4}}{0.2}=4.399\times10^{-3}\ \text{hartree}.$$

One hartree is 27.2114 eV, so

$$E_F=4.399\times10^{-3}\times27.2114\ \text{eV}=0.1197\ \text{eV}\approx0.12\ \text{eV},$$

which is the value to be shown. In ordinary units the formula reads $E_F=\pi\hbar^2n/(m\,m_e)$, where $m_e$ is the electron mass and $m$ is still the number 0.2.

The Fermi energy is proportional to the density and inversely proportional to the mass. Doubling the density doubles the area of the disc, and the energy at the rim is proportional to that area. A heavier mass leaves the disc unchanged and lowers the energy of every point in it except the centre.

The formula can be compared with direct filling of the levels of finite squares, all at the given density. The highest filled level is 0.12033 eV for 2000 electrons, 0.11962 eV for 20000 and 0.11967 eV for 200000. The smallest square is about 0.5 percent above the large-area value, and the other two are slightly below it. The deviation can have either sign because the rim of the disc cuts through a discrete grid: the number of points inside may be a little more or a little less than the area suggests.

### (c) The density of states and the condition on the next subband

The number of states per area with in-plane energy below $\varepsilon$ follows from the same count. A disc of radius $k$ holds $k^2/(2\pi)$ electrons per area, and $k^2=2m\varepsilon$. Hence

$$\nu(\varepsilon)=\frac{2m\varepsilon}{2\pi}=\frac{m\varepsilon}{\pi}.$$

The density of states is the derivative of this number with respect to energy:

$$D=\frac{d\nu}{d\varepsilon}=\frac{m}{\pi}=\frac{0.2}{\pi}=0.0637\ \text{hartree}^{-1}\,\text{bohr}^{-2}.$$

It includes both spin states and does not depend on $\varepsilon$. The reason is that both the area of the disc and the energy at its rim grow as $k^2$, so equal steps in energy add equal areas. Counting the levels of the largest square in four windows, each 0.03 eV wide, gives values between 0.0635 and 0.0638 in the same unit. They agree with $m/\pi$ within 0.3 percent and show no steady trend with energy.

At zero temperature all states from $0$ to $E_F$ are filled, so

$$n=\int_0^{E_F}D\,d\varepsilon=\frac{m}{\pi}E_F\quad\Longrightarrow\quad E_F=\frac{\pi n}{m},$$

in agreement with (b).

Let the edge of the second subband lie $\Delta$ above that of the first. Its lowest state stays empty if the first subband can take all the electrons without its highest filled level rising above that edge. The condition is

$$\Delta\ge\frac{\pi n}{m},$$

which here means a spacing of at least about 0.12 eV. Whether a given structure meets it depends on its confining potential and on the mass $m_z$, neither of which the problem specifies. The statement that one subband is occupied is therefore a real piece of information.

### What the model leaves out

Two other assumptions deserve a comment. First, the subband must be parabolic up to the Fermi energy. If the energy rises more slowly than $k^2/(2m)$ at larger $k$ but still depends on the length of $\mathbf k$ alone, then $k_F$ is unchanged, since it comes from counting, but the Fermi energy is lower. If the energy also depends on direction, the filled region is no longer a disc, and counting fixes its area alone.

Second, the electrons were taken as independent. Their typical separation is of order $n^{-1/2}$, so in a medium of dielectric constant $\kappa$ their mutual Coulomb energy is of order $\sqrt n/\kappa$. The ratio of this energy to the Fermi energy is of order

$$\frac{\sqrt n/\kappa}{\pi n/m}=\frac{m}{\pi\kappa\sqrt n}.$$

For $\kappa=10$, a typical size in semiconductors, the ratio is about 0.4 at the given density and mass. The interaction is therefore not negligible, and 0.12 eV is the result of the independent-electron model. The ratio grows as the density falls. A dilute gas is thus the less favourable case for the independent-electron model, because its Fermi energy falls faster with the density than its Coulomb energy does.

## Variation 1: a second subband within reach

**Question.** Keep the mass and the density, but let a second subband of the same mass begin $\Delta$ above the first. Find the Fermi energy for $\Delta=0.15$ eV and for $\Delta=0.06$ eV, and the share of the electrons in the upper subband.

**Solution.** Write $E_0=\pi n/m=0.1197$ eV for the one-subband result. For $\Delta=0.15$ eV the condition $\Delta\ge E_0$ holds. The upper subband is empty and the Fermi energy remains 0.1197 eV.

For $\Delta=0.06$ eV the condition fails, and both subbands contain electrons. The lower one is filled over an energy range $E_F$ and the upper one over $E_F-\Delta$. Both have the density of states $m/\pi$, so

$$n=\frac{m}{\pi}E_F+\frac{m}{\pi}(E_F-\Delta)=\frac{m}{\pi}(2E_F-\Delta).$$

Multiplying by $\pi/m$ gives $E_0=2E_F-\Delta$, and hence

$$E_F=\frac{E_0+\Delta}{2}=\frac{0.1197+0.06}{2}\ \text{eV}\approx0.090\ \text{eV}.$$

This is still measured from the lower edge. The share in the upper subband is its density divided by $n=(m/\pi)E_0$:

$$\frac{n_2}{n}=\frac{E_F-\Delta}{E_0}=\frac{(E_0+\Delta)/2-\Delta}{E_0}=\frac12\left(1-\frac{\Delta}{E_0}\right)\approx0.25 .$$

Filling the merged list of levels of both subbands in the largest square gives 0.0898 eV and 24.9 percent, in agreement with these formulas.

The limits make sense. At $\Delta=E_0$ the share is zero and $E_F=E_0$, so the two cases join without a jump. At $\Delta=0$ the subbands coincide, each takes half of the electrons, and the Fermi energy is $E_0/2$. Using the one-subband formula for $\Delta=0.06$ eV would overestimate the Fermi energy by about a third of its correct value.

## Variation 2: a warm electron gas

**Question.** Return to one subband, and let the thermal energy be $\tau=k_BT$. Find the chemical potential $\mu$, measured from the subband edge, at fixed density. How far does it move from $E_F$ when $\tau=E_F/5$?

**Solution.** A state of energy $\varepsilon$ is now occupied with the Fermi–Dirac probability, so

$$n=\frac m\pi\int_0^\infty\frac{d\varepsilon}{e^{(\varepsilon-\mu)/\tau}+1}
=\frac m\pi\int_0^\infty\frac{e^{-(\varepsilon-\mu)/\tau}}{1+e^{-(\varepsilon-\mu)/\tau}}\,d\varepsilon .$$

In the second form the numerator is $-\tau$ times the derivative of the denominator. The integral is therefore

$$\left[-\tau\ln\left(1+e^{-(\varepsilon-\mu)/\tau}\right)\right]_0^\infty=\tau\ln\left(1+e^{\mu/\tau}\right),$$

because the logarithm vanishes at the upper limit. Multiplying $n=(m/\pi)\,\tau\ln(1+e^{\mu/\tau})$ by $\pi/m$ turns the left side into $E_F$, the zero-temperature value. Dividing by $\tau$ and taking the exponential gives

$$e^{E_F/\tau}=1+e^{\mu/\tau}\quad\Longrightarrow\quad\mu=\tau\ln\left(e^{E_F/\tau}-1\right)=E_F+\tau\ln\left(1-e^{-E_F/\tau}\right).$$

The last logarithm is negative, so warming lowers the chemical potential. For $\tau\ll E_F$ the shift is close to $-\tau e^{-E_F/\tau}$, which is exponentially small. For $\tau=E_F/5$, which is 0.024 eV and close to the thermal energy at room temperature,

$$\frac{\mu-E_F}{E_F}=\frac15\ln\left(1-e^{-5}\right)\approx-0.0014 .$$

The shift is about $-0.16$ meV, so 0.12 eV remains a good value for the chemical potential.

The shift is small because the density of states is constant. The Fermi–Dirac function empties states below $\mu$ and fills states above it symmetrically, and the balance is disturbed only because there are no states below the subband edge. This holds for the parabolic subband. In a non-parabolic one the density of states varies with energy and the shift is larger: for $\varepsilon(1+\alpha\varepsilon)=k^2/(2m)$ with $\alpha E_F=0.12$, it is about $-1.4$ percent of $E_F$ at $\tau=E_F/5$, ten times the value above, though still small. The occupation itself is no longer a sharp step: it changes over a range of a few $\tau$ around $\mu$.

The condition on the second subband also becomes stricter. For the upper subband to stay nearly empty, its edge must now lie above the chemical potential by several times $\tau$: a margin of $5\tau$ leaves about 0.1 percent of the electrons there in this example. The spacing of 0.15 eV in Variation 1 is too small for this: it exceeds the one-subband chemical potential by only about 0.03 eV, which is less than $2\tau$ here. That upper subband is empty at zero temperature, but it would hold some electrons in the warm gas.

## Computed values

```
effective mass: 0.2 electron masses
sheet density: 1.0e+13 cm^-2
Bohr radius: 5.29177e-11 m
hartree: 27.2114 eV
sheet density: 2.8003e-04 bohr^-2
Fermi wavevector: 0.04195 bohr^-1
density of states m/pi: 0.06366 hartree^-1 bohr^-2
Fermi energy above subband edge: 4.3987e-03 hartree
Fermi energy above subband edge: 0.1197 eV
Highest filled level of a periodic box:
  2000 electrons: 0.12033 eV
  20000 electrons: 0.11962 eV
  200000 electrons: 0.11967 eV
Counted density of states (hartree^-1 bohr^-2):
  window 0.00 to 0.03 eV: 0.06373
  window 0.03 to 0.06 eV: 0.06367
  window 0.06 to 0.09 eV: 0.06352
  window 0.09 to 0.12 eV: 0.06375
With a second subband of equal mass:
  subband spacing: 0.15 eV
    Fermi energy, counted: 0.1197 eV
    Fermi energy, formula: 0.1197 eV
    electrons in upper subband: 0.0 percent
  subband spacing: 0.06 eV
    Fermi energy, counted: 0.0898 eV
    Fermi energy, formula: 0.0898 eV
    electrons in upper subband: 24.9 percent
```
